# Germanium fraction from the pyramid-to-dome transition width

## Problem

Coherent germanium-silicon islands on Si(001) start as shallow pyramids with {105} facets and become steeper domes when they grow. In one sample the change occurs at a pyramid base width $L=110\pm8$ nm. In a reference sample of pure germanium, grown under comparable conditions, it occurs at $L_0=50\pm3$ nm. The widths are rough typical values, and their errors are independent standard deviations.

Take the composition to be uniform, and the misfit to be $f=x f_{\rm Ge}$, where $x$ is the germanium fraction. Elastic moduli and surface energies do not depend on $x$. Each shape keeps its proportions as it grows; edge energies and interactions between islands are neglected. The transition is the point where pyramid and dome of equal volume and composition have equal energy.

Find $x$ and its random error. Then estimate how far the answer moves when the assumptions are relaxed.

## A tempting solution

The misfit produces a stress $\sigma=Mf$, where $M$ is the biaxial modulus. This stress drives the change to the steeper shape, and a surface energy $\gamma$ opposes it. The ratio of the two is a length,

$$L\sim\frac{\gamma}{\sigma}=\frac{\gamma}{Mf}.$$

With $\gamma$ and $M$ fixed, $L\propto1/x$, so

$$x=\frac{L_0}{L}=\frac{50}{110}=0.45 .$$

## Where it fails

The units are right, but they cannot decide the question. The misfit is dimensionless, so $\gamma/(Mf)$ and $\gamma/(Mf^2)$ are both lengths.

The fault is the comparison of a surface energy with a stress. The transition compares energies, and the elastic energy released is a stress times the strain by which the island relaxes. That strain is itself proportional to $f$, so the energy is proportional to $f^2$. Reversing the sign of the misfit shows the same thing: in linear elasticity every displacement reverses, while the energy released is unchanged. A term linear in $f$ could come from strain-dependent surface energies, which the problem excludes.

## The correct scaling

Compare the two shapes at the same volume $V$ and composition. The free energy of mixing is common to both, and so is the strain energy $Mf^2V$ that the material would store if it could not relax. Both cancel. What remains for each shape is its surface cost minus its elastic relaxation.

The surface cost is an area times an energy per area, so it grows as $L^2$. For the relaxation, enlarge an island and its substrate by a factor $\lambda$. Linear elasticity has no length of its own, so the strain at corresponding points is unchanged, while the volume over which the energy density is integrated grows by $\lambda^3$. The relaxation therefore grows as $f^2L^3$.

Let $L$ be the pyramid base width, which also fixes the volume of the competing dome. Then

$$\Delta E=E_{\rm dome}-E_{\rm pyramid}=SL^2-Af^2L^3 .$$

Here $S>0$ because the dome costs more surface energy, and $A>0$ because it relaxes better. Small islands prefer the pyramid and large ones the dome. Setting $\Delta E=0$ and dividing by $L^2$ gives

$$L=\frac{S}{Af^2}.$$

The reference obeys $L_0=S/(Af_{\rm Ge}^2)$ with the same $S$ and $A$. Dividing,

$$\frac{L}{L_0}=\frac{f_{\rm Ge}^2}{f^2}=\frac1{x^2},
\qquad
x=\sqrt{\frac{L_0}{L}} .$$

For $L=L_0$ this returns pure germanium. For $L<L_0$ it gives $x>1$, which signals that the assumptions or the data are inconsistent. As $x\to0$ the predicted width diverges, and some neglected process may then intervene first.

**A second criterion.** Islands that exchange atoms might instead change shape when their chemical potentials are equal at equal volume. At fixed composition this means $d\Delta E/dV=0$. Since $V\propto L^3$, the condition is equivalent to $d\Delta E/dL=0$ at nonzero $L$:

$$2SL-3Af^2L^2=0,
\qquad
L=\frac{2S}{3Af^2}.$$

The width is smaller by a factor $2/3$, but the dependence on $f$ is the same. The factor cancels if it applies to both samples. If it applied to the reference alone, the inferred $x$ would be too low by a factor $\sqrt{2/3}=0.82$.

## The fraction and its error

The data give

$$x=\sqrt{\frac{50}{110}}=0.674 .$$

For the error, take the logarithm, $\ln x=\tfrac12\ln L_0-\tfrac12\ln L$, and differentiate:

$$\frac{dx}{x}=\frac12\frac{dL_0}{L_0}-\frac12\frac{dL}{L}.$$

Independent errors add in squares, so to first order

$$\frac{\delta x}{x}
=\frac12\sqrt{\left(\frac{8}{110}\right)^2+\left(\frac{3}{50}\right)^2}
=0.047,
\qquad \delta x=0.032 .$$

The result is $x=0.67\pm0.03$, or about 67 percent germanium. The tempting value 0.45 would require a transition width of $50/0.4545^2=242$ nm, more than twice the measured one.

## An explicit energy model

To see what $S$ and $A$ contain, and how a changing modulus enters, consider a shallow island of height $h(x_1,x_2)$. Its in-plane stress has magnitude $\sigma=Mf$. The force per unit length carried by a column of film is $\sigma h$; where $h$ varies, the imbalance is passed to the substrate as a force per area $\mathbf F=\sigma\nabla h$. Its overall sign does not affect the energy.

**Response of the substrate.** Let the substrate fill $z<0$, with shear modulus $\mu$ and Poisson ratio $\nu$. Apply a tangential force $F\cos kx_1$ along $x_1$. Try the decaying displacements

$$u=(a+bz)e^{kz}\cos kx_1,\qquad
w=(c+dz)e^{kz}\sin kx_1 .$$

Equilibrium along $x_1$ requires $(1-2\nu)\nabla^2u+\partial_1(\partial_1u+\partial_zw)=0$. The terms proportional to $z$ give $d=b$, and the rest give

$$k(a-c)=(3-4\nu)b .$$

Equilibrium along $z$ then gives the same condition. Zero normal stress at the surface requires $(1-\nu)(kc+b)=\nu ka$. Inserting $kc=ka-(3-4\nu)b$ yields

$$(1-2\nu)ka=2(1-\nu)(1-2\nu)b,
\qquad b=\frac{ka}{2(1-\nu)} .$$

The shear stress must equal the applied force:

$$F=\mu(ka+b+kc)=\mu\left[2ka-2(1-2\nu)b\right]=\frac{\mu ka}{1-\nu}.$$

The surface displacement amplitude is therefore $a=(1-\nu)F/(\mu k)$.

**Energy released.** Under a fixed force the substrate stores $\frac12Fu$ while the force does work $Fu$, so $\frac12Fu$ is released per area. In Fourier space $\mathbf F_{\mathbf k}=i\sigma\mathbf k h_{\mathbf k}$ is parallel to $\mathbf k$, so the response just found applies to each component. The total relaxation is

$$R=\frac12\int\frac{d^2k}{4\pi^2}\,
\frac{1-\nu}{\mu k}\,\sigma^2k^2|h_{\mathbf k}|^2
=\frac{(1-\nu)\sigma^2}{2\mu}J,
\qquad
J=\int\frac{d^2k}{4\pi^2}\,k|h_{\mathbf k}|^2 .$$

With Young's modulus $Y=2\mu(1+\nu)$ and substrate biaxial modulus $M_s=Y/(1-\nu)$, the prefactor becomes

$$\frac{1-\nu}{2\mu}=\frac{(1-\nu)(1+\nu)}{Y}=\frac{1+\nu}{M_s}.$$

For a square pyramid of base $b$ and facet angle $\theta$, scaling lengths by $b$ and heights by $b\tan\theta$ gives $J=j_0b^3\tan^2\theta$. In real space $J=(2\pi)^{-1}\iint\nabla h\cdot\nabla'h'/|\mathbf r-\mathbf r'|$, because the transform of $1/(2\pi r)$ is $1/k$. Gaussian quadrature over the facets, with the inner integral done analytically, gives $j_0=0.1654$.

Since $V=b^3\tan\theta/6$, the released share of the stored energy $Mf^2V$ is

$$\frac{R}{Mf^2V}=\frac{M}{M_s}(1+\nu)\,6j_0\tan\theta .$$

I take rough values $M=140$ GPa for the film, $M_s=180$ GPa and $\nu=0.27$. The {105} pyramid, with $\tan\theta_p=0.2$, releases 0.20 of the stored energy. A {113} pyramid, with $\tan\theta_d=0.471$, releases 0.46. It serves as a stand-in for the dome; at this slope the shallow formula is an illustration, not a quantitative dome calculation, and overstates the relaxation by ten to fifteen percent. The isotropic constants also make the substrate rather soft in shear: with the cubic elastic constants of silicon and germanium, the full elastic response releases only about 0.16 and 0.36.

At equal volume the bases obey $b_d/b_p=r=(\tan\theta_p/\tan\theta_d)^{1/3}=0.751$. Let $\gamma_w$ be the energy of the wetting-layer surface that the island covers, and $\gamma_p,\gamma_d$ the facet energies. A facet has area larger than its projection by $1/\cos\theta$, hence

$$S=r^2\left(\frac{\gamma_d}{\cos\theta_d}-\gamma_w\right)
-\left(\frac{\gamma_p}{\cos\theta_p}-\gamma_w\right),$$

$$A=\frac{M^2(1+\nu)}{M_s}\,j_0\tan\theta_p(\tan\theta_d-\tan\theta_p).$$

The last factor follows from $b_d^3\tan^2\theta_d=b_p^3\tan\theta_p\tan\theta_d$. For the chosen values $\gamma_w=\gamma_p=1.00$ and $\gamma_d=1.10$ J/m², and $f_{\rm Ge}=4.18$ percent, the shallow model gives $L_0=47$ nm; the full elastic response of the same two shapes would make it larger by a fifth to a quarter with these constants, and by roughly a third with cubic ones. Raising $\gamma_d$ by one percent raises this width by 6.7 percent, because $S$ is a small difference of larger terms. An absolute prediction would need very accurate facet energies; in the ratio to a reference, a common $S$ cancels.

## Relaxing the assumptions

**Lattice, modulus and surface energy.** In the shallow model the substrate is fixed and $A$ contains the square of the film modulus. If all surface energies are multiplied by a common factor $s(x)$, with $s(1)=1$, then

$$\frac{f(x)M(x)}{f_{\rm Ge}M_{\rm Ge}}
=\sqrt{s(x)\frac{L_0}{L}} .$$

The following inputs are rough, and the rise in surface energy is an assumed sensitivity. Each equation is solved numerically for $x$.

- A curved lattice law, $a(x)=0.5431+0.0200x+0.0027x^2$ nm, with the other properties fixed, gives $x=0.70$.
- A film modulus $M(x)=180-40x$ GPa alone gives $x=0.61$. The stiffer alloy needs less misfit for the same stress. This uses the shallow result $A\propto M^2$, which overstates the effect: the full elastic response of the same two shapes varies only as about $A\propto M^{1.1}$ and gives $x=0.64$.
- Surface energies rising by 20 percent towards silicon, $s=1+0.2(1-x)$, alone give $x=0.69$.
- All three together give $x=0.66$ in the shallow model; with the full elastic dependence on $M$ they give 0.69. The closeness to 0.67 comes from cancellation for these inputs and is not a general property.

**Edges.** An edge-energy difference adds $\kappa L$ to $\Delta E$. The transition then obeys $Af^2L^2=SL+\kappa$. Dividing by the same equation for the reference, and writing $\eta=\kappa/(SL_0)$,

$$x^2\frac{L^2}{L_0^2}=\frac{L/L_0+\eta}{1+\eta},
\qquad
x^2=\frac{L_0}{L}\,\frac{1+\eta L_0/L}{1+\eta}.$$

An assumed $\eta=0.10$ gives $x=0.66$. A positive edge cost delays the transition relatively more in the smaller reference islands, which reduces the width ratio at a given $x$. Matching the measured ratio then requires a smaller $x$.

**Vertical grading.** Suppose the fraction rises linearly by 0.30 from base to apex, with the same profile in relative height in both shapes. The stored and mixing energies still cancel for our two pyramids, since they have the same distribution of volume over relative height. The substrate force now contains the gradient of $H=\int_0^hx(z)\,dz$, which is $x(h)\nabla h$: the composition at the island surface enters. The width measures an equivalent fraction $\sqrt{J[H]/J[h]}$. Evaluating $J$ by a discrete Fourier transform and requiring the equivalent fraction to be 0.674 gives a volume mean of 0.65.

A simple estimate agrees. The mean relative height is $1/4$ over the volume but $1/3$ over the projected surface. The surface is therefore richer by about $0.30(1/3-1/4)=0.025$.

**Temperature.** Let the reference grow at 823 K and the sample at 923 K, with expansion coefficients differing by a rough $3.5\times10^{-6}$ K$^{-1}$. Measured from 300 K, the pure-germanium misfit is 4.36 percent at the first temperature and 4.40 percent at the second. Multiplying $x$ by their ratio gives 0.669, a negligible shift here.

**Definition of width.** When a pyramid with a 110 nm base turns into a dome of equal volume, the base shrinks in the stand-in model to $0.751\times110=83$ nm. Using this dome base by mistake in place of the pyramid base, with $L_0$ unchanged, gives $x=0.78$. This error exceeds the random one.

## Reading the result for real islands

Widths of tens of nanometres to somewhat above a hundred are a reasonable range for such islands, and growth at several hundred degrees Celsius can mix silicon into deposited germanium. Real domes have several facet families, and their composition need not be uniform. Among the material corrections above, the varying modulus moves the answer most, by $-0.07$ when taken alone in the shallow model and by about $-0.04$ in the full elastic response. Surface energies that change unequally can matter more, because $S$ is a small difference: if only the steep facet energy were 2 percent higher in the alloy than in the reference, the explicit model would give $x=0.72$, and at 5 percent $x=0.78$. The same rises in the {105} energy alone act more strongly and in the opposite direction, giving $x=0.60$ and $0.48$. This matters for real islands, since the germanium {105} facet energy depends markedly on strain and therefore changes with the misfit. The reference may also be mixed: if its true fraction is $x_0$, the same scaling gives $x=x_0\sqrt{L_0/L}$, so $x_0=0.9$ would lower the answer to 0.61.

The value $0.67\pm0.03$ is therefore the fraction of an elastically equivalent uniform island, with a random error from the widths alone. Reading it as the volume mean adds a model uncertainty of several hundredths from the corrections estimated above, and of one to two tenths, of either sign, if single facet energies change with composition or strain by about five percent.
